# Depth of a Self-Limited V-Groove in (001) Silicon: a program that tests the result

```python
# Result under test: a groove etched through a mask opening of width W on (001)
# silicon, edges along <110>, bounded by non-etching {111} walls, has depth W/sqrt(2).
# Also tested: corrections for a finite {111} etch rate, mask rotation and wafer miscut.
# Symbols: W, L = opening width and length (nm); R100, R111 = etch rates along the
# plane normals (nm/min); t = etch time (min); a = cubic lattice constant.
# In the groove cross-section, x runs across the groove along [110], z along [001].
import itertools
import numpy as np
from scipy.optimize import brentq
from scipy.constants import k as k_joule, e as charge

SQ2, SQ3 = np.sqrt(2.0), np.sqrt(3.0)

# ---------- wall angle and surface traces from Miller indices ----------
z_axis = np.array([0.0, 0.0, 1.0])
angles = []
for signs in itertools.product([1, -1], repeat=2):
    normal = np.array([signs[0], signs[1], 1.0])
    angles.append(np.arccos(normal @ z_axis / np.linalg.norm(normal)))
    trace = np.cross(normal, z_axis)
    assert abs(abs(trace[0]) - abs(trace[1])) < 1e-12 and trace[2] == 0
theta = angles[0]
assert np.ptp(angles) < 1e-12
assert abs(np.tan(theta) - SQ2) < 1e-12


# ---------- atomistic etch: remove every atom with two or fewer bonds ----------
def build_lattice(n_side=128, n_height=61):
    """Diamond lattice on an integer grid of spacing a/4, periodic in x and y."""
    x, y, z = np.indices((n_side, n_side, n_height)).reshape(3, -1)
    total = x + y + z
    even = (x % 2 == 0) & (y % 2 == 0) & (z % 2 == 0) & (total % 4 == 0)
    odd = (x % 2 == 1) & (y % 2 == 1) & (z % 2 == 1) & (total % 4 == 3)
    sites = np.flatnonzero(even | odd)
    xs, ys, zs = x[sites], y[sites], z[sites]
    sense = np.where(even[sites], 1, -1)
    bonds = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
    neighbours = []
    for bx, by, bz in bonds:
        nx = (xs + sense * bx) % n_side
        ny = (ys + sense * by) % n_side
        nz = (zs + sense * bz) % n_height
        neighbours.append((nx * n_side + ny) * n_height + nz)
    return sites, xs, ys, zs, np.array(neighbours), x.size, n_side, n_height


LATTICE = build_lattice()


def etch_pit(rows_wide, rows_long):
    """Return pit depth in layers of a/4 and the fewest bonds of a surviving atom."""
    sites, xs, ys, zs, neighbours, size, n_side, n_height = LATTICE
    top = n_height - 1
    fixed = (zs == top) | (zs == 0)      # top layer plays the mask, bottom is inert
    across = xs + ys - n_side            # rows are 4 apart, a real distance a/sqrt(2)
    along = xs - ys
    low_w, low_l = -4 * (rows_wide // 2), -4 * (rows_long // 2)
    opening = ((zs == top) & (across >= low_w) & (across < low_w + 4 * rows_wide)
               & (along >= low_l) & (along < low_l + 4 * rows_long))
    assert opening.sum() > 0
    occupied = np.zeros(size, dtype=np.int8)
    occupied[sites] = 1
    occupied[sites[opening]] = 0
    while True:
        count = occupied[neighbours].sum(axis=0)
        present = occupied[sites] == 1
        remove = present & ~fixed & (count <= 2)
        if not remove.any():
            break
        occupied[sites[remove]] = 0
    removed = (occupied[sites] == 0) & ~opening
    return top - zs[removed].min(), count[present & ~fixed].min()


row_numbers = [8, 16, 24]
atom_widths, atom_depths = [], []
for rows in row_numbers:
    layers, fewest_bonds = etch_pit(rows, 28)
    assert fewest_bonds == 3             # the final walls carry three-bonded atoms
    atom_widths.append(rows / SQ2)       # in units of a
    atom_depths.append(layers / 4.0)     # in units of a
    # the edge of a lattice is defined only to about two atomic layers
    assert abs(atom_depths[-1] - atom_widths[-1] / SQ2) <= 0.5 + 1e-12
atom_slopes = np.diff(atom_depths) / np.diff(atom_widths)
assert np.allclose(atom_slopes, 1 / SQ2, atol=1e-10)
short_layers, _ = etch_pit(24, 12)       # length shorter than width
assert abs(short_layers / 4.0 - 12 / 2.0) <= 0.5 + 1e-12


# ---------- moving planes: intersections found by linear algebra ----------
def wall_planes(width, rate111, time, tilt=0.0):
    """Unit normals and offsets of both walls in the (x, z) cross-section."""
    x_dir = np.array([1.0, 1.0, 0.0]) / SQ2
    turn = np.array([[np.cos(tilt), -np.sin(tilt)], [np.sin(tilt), np.cos(tilt)]])
    normals, offsets = [], []
    for miller, edge in (((1, 1, 1), -width / 2), ((-1, -1, 1), width / 2)):
        unit = np.array(miller) / np.linalg.norm(miller)
        flat = turn @ np.array([unit @ x_dir, unit @ z_axis])
        normals.append(flat)
        offsets.append(flat @ np.array([edge, 0.0]) - rate111 * time)
    return np.array(normals), np.array(offsets)


def apex_depth(width, rate111, time, tilt=0.0):
    normals, offsets = wall_planes(width, rate111, time, tilt)
    return -np.linalg.solve(normals, offsets)[1]


def width_at_depth(width, rate111, time, depth):
    normals, offsets = wall_planes(width, rate111, time)
    crossings = (offsets + normals[:, 1] * depth) / normals[:, 0]
    return crossings[1] - crossings[0]


# ---------- worked example: rough typical values for hot KOH ----------
W, L = 1000.0, 5000.0
R100, R111 = 1000.0, 10.0
t_etch, t_part = 1.0, 0.4
T_bath, E_act = 353.0, 0.6
delta = alpha = np.radians(0.5)
width_error = 10.0

d_ideal = W / SQ2
assert abs(apex_depth(W, 0.0, t_etch) - d_ideal) < 1e-9
floor_ideal = W - SQ2 * R100 * t_part
assert abs(width_at_depth(W, 0.0, t_part, R100 * t_part) - floor_ideal) < 1e-9
t_ideal = d_ideal / R100

undercut = np.sqrt(1.5) * R111 * t_etch
top_width = W + 2 * undercut
assert abs(width_at_depth(W, R111, t_etch, 0.0) - top_width) < 1e-9
creep = SQ3 * R111 * t_etch
d_real = d_ideal + creep
assert abs(apex_depth(W, R111, t_etch) - d_real) < 1e-9
assert abs(apex_depth(W, R111, t_etch)
           / width_at_depth(W, R111, t_etch, 0.0) - 1 / SQ2) < 1e-12


def closing_gap(time, rate100, rate111):
    return apex_depth(W, rate111, time) - rate100 * time


t_close = W / (SQ2 * (R100 - SQ3 * R111))
t_root = brentq(closing_gap, 0.0, 10.0, args=(R100, R111), xtol=1e-13)
assert abs(t_root - t_close) < 1e-9
assert t_close < t_etch
# when R100/R111 is below sqrt(3) the floor never catches the apex
assert all(closing_gap(t, 1.6 * R111, R111) > 0 for t in np.logspace(-2, 5, 50))
assert closing_gap(1e5, 1.9 * R111, R111) < 0

# mask rotation: extent of the rotated corners across the groove
corners = np.array([[sx * W / 2, sy * L / 2] for sx in (1, -1) for sy in (1, -1)])
rotation = np.array([[np.cos(delta), -np.sin(delta)], [np.sin(delta), np.cos(delta)]])
extent = np.ptp((corners @ rotation.T)[:, 0])
W_rot = W * np.cos(delta) + L * np.sin(delta)
assert abs(extent - W_rot) < 1e-9
shift_rot = (W_rot - W) / SQ2

# wafer miscut about the groove axis, also checked at a large tilt
for tilt in (alpha, np.radians(10.0)):
    formula = d_ideal * (1 - 1.5 * np.sin(tilt) ** 2)
    assert abs(apex_depth(W, 0.0, t_etch, tilt) - formula) < 1e-9
shift_miscut = -d_ideal * 1.5 * np.sin(alpha) ** 2

# bath one kelvin too warm, same activation energy for both rates
k_ev = k_joule / charge
speedup = np.exp(E_act / k_ev * (1 / T_bath - 1 / (T_bath + 1)))
t_warm = brentq(closing_gap, 0.0, 10.0, args=(R100 * speedup, R111 * speedup))
shift_warm = apex_depth(W, R111 * speedup, t_etch) - d_real
shift_width = apex_depth(W + width_error, 0.0, t_etch) - d_ideal
d_combined = apex_depth(W_rot, R111, t_etch)

print(f"wall angle to the surface            {np.degrees(theta):.2f} deg")
print(f"ideal depth / width                  {d_ideal / W:.4f}")
print("atomistic etch (a = lattice constant):")
for rows, w_at, d_at in zip(row_numbers, atom_widths, atom_depths):
    print(f"  {rows} rows: width {w_at:.3f} a, depth {d_at:.2f} a")
print(f"  slope of depth against width       {atom_slopes.mean():.4f}")
print(f"  24 rows wide, 12 long: depth       {short_layers / 4:.2f} a")
print(f"opening width W                      {W:.0f} nm")
print(f"opening length L                     {L:.0f} nm")
print(f"rate R100                            {R100:.0f} nm/min")
print(f"rate R111                            {R111:.0f} nm/min")
print(f"etch time                            {t_etch:.1f} min")
print(f"bath temperature                     {T_bath:.0f} K")
print(f"activation energy                    {E_act:.1f} eV")
print(f"ideal depth                          {d_ideal:.1f} nm")
print(f"ideal depth in angstrom              {10 * d_ideal:.0f} angstrom")
print(f"ideal closing time                   {t_ideal:.3f} min")
print(f"ideal floor width at {t_part:.1f} min         {floor_ideal:.1f} nm")
print(f"ideal floor depth at {t_part:.1f} min         {R100 * t_part:.1f} nm")
print(f"closing time with finite R111        {t_close:.3f} min")
print(f"undercut per side at etch time       {undercut:.1f} nm")
print(f"groove width under the mask          {top_width:.1f} nm")
print(f"depth with finite R111               {d_real:.1f} nm")
print(f"depth / opening width, finite R111   {d_real / W:.4f}")
print(f"depth / undercut width, finite R111  {d_real / top_width:.4f}")
print(f"apex creep rate after closure        {SQ3 * R111:.1f} nm/min")
print("changes of depth from neglected effects:")
print(f"  finite R111                        {creep:+.1f} nm")
print(f"  mask rotated {np.degrees(delta):.1f} deg (limit)       {shift_rot:+.1f} nm")
print(f"  wafer miscut {np.degrees(alpha):.1f} deg               {shift_miscut:+.2f} nm")
print(f"  opening {width_error:.0f} nm too wide            {shift_width:+.1f} nm")
print(f"  bath 1 K too warm                  {shift_warm:+.2f} nm")
print(f"pit width for the rotated mask       {W_rot:.1f} nm")
print(f"depth, rotation and R111 together    {d_combined:.1f} nm")
print(f"rate increase for 1 K                {100 * (speedup - 1):.1f} percent")
print(f"closing time, bath 1 K too warm      {t_warm:.3f} min")
print("tests ok")
```

Printed output:

```
wall angle to the surface            54.74 deg
ideal depth / width                  0.7071
atomistic etch (a = lattice constant):
  8 rows: width 5.657 a, depth 3.75 a
  16 rows: width 11.314 a, depth 7.75 a
  24 rows: width 16.971 a, depth 11.75 a
  slope of depth against width       0.7071
  24 rows wide, 12 long: depth       5.50 a
opening width W                      1000 nm
opening length L                     5000 nm
rate R100                            1000 nm/min
rate R111                            10 nm/min
etch time                            1.0 min
bath temperature                     353 K
activation energy                    0.6 eV
ideal depth                          707.1 nm
ideal depth in angstrom              7071 angstrom
ideal closing time                   0.707 min
ideal floor width at 0.4 min         434.3 nm
ideal floor depth at 0.4 min         400.0 nm
closing time with finite R111        0.720 min
undercut per side at etch time       12.2 nm
groove width under the mask          1024.5 nm
depth with finite R111               724.4 nm
depth / opening width, finite R111   0.7244
depth / undercut width, finite R111  0.7071
apex creep rate after closure        17.3 nm/min
changes of depth from neglected effects:
  finite R111                        +17.3 nm
  mask rotated 0.5 deg (limit)       +30.8 nm
  wafer miscut 0.5 deg               -0.08 nm
  opening 10 nm too wide            +7.1 nm
  bath 1 K too warm                  +0.99 nm
pit width for the rotated mask       1043.6 nm
depth, rotation and R111 together    755.3 nm
rate increase for 1 K                5.7 percent
closing time, bath 1 K too warm      0.681 min
tests ok
```
